# Spiral magnets: when a cycloid or a proper screw carries polarization

## The decision: may the polarization of a screw be set to zero?

A polarization calculation for a spiral magnet needs a supercell, spin-orbit coupling and usually a Berry phase. Before paying for it, one must decide whether the answer is already fixed by symmetry. The rule $\mathbf P\propto\mathbf e\times(\mathbf S_i\times\mathbf S_j)$, with $\mathbf e$ the unit vector from ion $i$ to ion $j$, gives, for a bond along the propagation direction, a finite value for a cycloid and zero for a proper screw. That zero belongs to high symmetry. In a crystal of lower symmetry the same reasoning permits a screw to polarize, and using the rule there can remove the main effect.

The setting is a centrosymmetric crystal with one magnetic ion per primitive cell, which then lies on an inversion centre. The spins are classical vectors in an incommensurate spiral,

$$\mathbf S(\mathbf r)=m_1\mathbf u\cos(\mathbf q\cdot\mathbf r)+m_2\mathbf v\sin(\mathbf q\cdot\mathbf r),\qquad \mathbf C=m_1m_2\,\mathbf u\times\mathbf v ,$$

with $\mathbf u\perp\mathbf v$ unit vectors. The chirality vector $\mathbf C$ is normal to the plane in which the spins turn. A cycloid has $\mathbf C\perp\mathbf q$, a proper screw has $\mathbf C\parallel\mathbf q$.

## Why one bond gives a cross product

To second order in the spins, the dipole of a bond contains single-ion terms and the pair term $P_a=A_{a,bc}S_{ib}S_{jc}$. Repeated indices are summed. Inversion about an ion reverses $\mathbf P$ and leaves its axial spin unchanged, so the single-ion terms cancel in the sum over the bonds of that ion. They can be dropped for the crystal, although an isolated bond may have them. Since a lattice translation of the whole crystal connects any two magnetic ions, the midpoint of every bond is also an inversion centre. Inversion there exchanges the two ions, hence

$$\mathbf P(\mathbf S_i,\mathbf S_j)=-\mathbf P(\mathbf S_j,\mathbf S_i).$$

The tensor $A_{a,bc}$ is therefore antisymmetric in $b,c$, and an antisymmetric product of two vectors is their cross product:

$$\mathbf P=K\,(\mathbf S_i\times\mathbf S_j).$$

Inversion leaves all nine components of $K$ free. The other operations of the bond restrict them. Under an operation $R$ the dipole becomes $R\mathbf P$. The cross product of two axial vectors is axial and becomes $\det(R)\,R(\mathbf S_i\times\mathbf S_j)$, with a further factor $s=-1$ if $R$ swaps the ions and $s=+1$ if it does not. Both sides of the bond law must agree, so $RK=s\det(R)\,KR$, or

$$K=s\,\det(R)\,R\,K\,R^{T}.$$

Take $\mathbf e=\hat z$ and the full symmetry $D_{\infty h}$ of a straight bond between equal ions. Rotations about $z$ leave $K_{xx}=K_{yy}$, $K_{zz}$ and $K_{yx}=-K_{xy}$. The twofold rotation about $x$ has $R=\mathrm{diag}(1,-1,-1)$, $\det R=1$ and $s=-1$. It demands $K=-RKR^T$, which removes the diagonal elements and keeps $K_{xy}$ and $K_{yx}$. With $b=K_{yx}$,

$$\mathbf P=b\,(-C_y,\,C_x,\,0)=b\,\mathbf e\times(\mathbf S_i\times\mathbf S_j),\qquad \mathbf C=\mathbf S_i\times\mathbf S_j .$$

If the bond keeps only a twofold axis along itself and the mirror perpendicular to it (group $C_{2h}$), the twofold rotation removes $K_{xz},K_{yz},K_{zx},K_{zy}$. Five components survive, among them $K_{zz}$. This one produces a dipole along the bond when the spins turn about the bond, which is what they do in a screw.

## The Lifshitz-type invariant

For slow modulation, $\mathbf S_j\simeq\mathbf S+a\,\partial_e\mathbf S$ with $a$ the bond length, and $\mathbf S\times\mathbf S=0$ leaves $\mathbf S_i\times\mathbf S_j\simeq a\,\mathbf S\times\partial_e\mathbf S$. On a simple cubic lattice with $D_{\infty h}$-type bonds, the identity $\mathbf e\times(\mathbf S\times\mathbf T)=\mathbf S(\mathbf e\cdot\mathbf T)-\mathbf T(\mathbf e\cdot\mathbf S)$ gives, per ion,

$$\mathbf P=ba\sum_{e=x,y,z}\mathbf e\times(\mathbf S\times\partial_e\mathbf S)=ba\,[\mathbf S(\nabla\cdot\mathbf S)-(\mathbf S\cdot\nabla)\mathbf S].$$

In a general crystal the lowest coupling has the form $P_aS_b\,\partial_cS_d$. The part symmetric in $b,d$ contains $S_b\partial_cS_d+S_d\partial_cS_b=\partial_c(S_bS_d)$, a total derivative that averages to zero when $\mathbf P$ is uniform. The antisymmetric part remains, and the free energy density is

$$F=\frac{P^2}{2\chi}-\lambda_{abc}\,P_a\,(\mathbf S\times\partial_b\mathbf S)_c .$$

For the spiral, $\partial_b\mathbf S=q_b\mathbf S'$, where the prime is the derivative with respect to the phase, and $\mathbf S\times\mathbf S'=m_1m_2\,\mathbf u\times\mathbf v\,(\cos^2+\sin^2)=\mathbf C$. Setting $\partial F/\partial P_a=0$ gives

$$P_a=\Lambda_{abc}\,q_b\,C_c,\qquad \Lambda=\chi\lambda .$$

In an anisotropic crystal $\chi$ is a tensor and $\Lambda_{abc}=\chi_{ad}\lambda_{dbc}$; the form of the law is the same. Reversing $\mathbf C$ at fixed $\mathbf q$ reverses $\mathbf P$. The state is thus ferroelectric in the switching sense if a field can reverse the handedness.

The cubic classes show how symmetry acts on $\Lambda$. Twofold axes along $x,y,z$ remove every component whose three indices are not all different. The threefold axis along [111] makes cyclic permutations equal. Class m-3 therefore keeps two numbers, $\alpha=\Lambda_{xyz}$ and $\beta=\Lambda_{xzy}$:

$$P_x=\alpha\,q_yC_z+\beta\,q_zC_y\quad\text{and cyclic}.$$

Class m-3m adds the fourfold rotation $x\to y$, $y\to-x$, which requires $\Lambda_{xyz}=-\Lambda_{yxz}$. Since $yxz$ is a cyclic permutation of $xzy$, this means $\alpha=-\beta$, and $\mathbf P=\alpha\,\mathbf q\times\mathbf C$. The screw gives zero. In m-3 a screw with $\mathbf C=C\mathbf q/q$ gives

$$\mathbf P=(\alpha+\beta)\frac{C}{q}\,(q_yq_z,\;q_zq_x,\;q_xq_y),$$

which vanishes for $\mathbf q$ along a cube axis and lies along $\mathbf q$ for $\mathbf q\parallel[111]$.

For any class, a screw feels only the part of $\Lambda_{abc}$ symmetric in $b,c$, because it contains $q_bq_c$. Among the eleven Laue classes this part vanishes identically only in m-3m. The other ten have between 1 and 18 such components, listed in the numerical output, and the direction of $\mathbf q$ decides whether they act.

## Reading the answer from the symmetry of the spiral

The selection rule can be found without an expansion. The pairs $(\mathbf q,\mathbf C)$ and $(-\mathbf q,-\mathbf C)$ describe the same spiral, since reversing both $\mathbf q$ and $\mathbf v$ changes nothing. A crystal operation therefore preserves a circular spiral ($m_1=m_2$), up to a shift of phase, if it keeps both vectors or reverses both. This section takes the circular case. For an elliptical spiral the operation must also preserve the axes of the ellipse. If it does not, the leading-order law still holds, because it contains only $\mathbf C$, but terms of higher order in the spins may add other components. Time reversal is itself a shift by half a period. For an incommensurate spiral such shifts do not affect the mean polarization.

Take a cycloid with $\mathbf q\parallel x$ and $\mathbf C\parallel y$ in a cubic crystal of class m-3m.

- The twofold rotation about $z$ reverses both vectors and preserves the spiral.
- The mirror perpendicular to $y$ keeps both: $\mathbf q$ lies in it, and an axial vector normal to a mirror is unchanged.
- The mirror perpendicular to $x$ reverses both.
- Inversion reverses $\mathbf q$ but not $\mathbf C$, so it is lost.

The remaining group is mm2, whose polar axis is $z\parallel\mathbf q\times\mathbf C$.

For a screw, $\mathbf C$ is a multiple of $\mathbf q$. A proper rotation that maps $\mathbf q$ to $\pm\mathbf q$ does the same to $\mathbf C$ and is kept. An improper operation gives the two vectors opposite signs and is lost. The screw thus loses inversion too, but it keeps every twofold axis perpendicular to $\mathbf q$ that the crystal has. Such an axis forbids $\mathbf P\parallel\mathbf q$, and together with a rotation axis along $\mathbf q$ it forbids $\mathbf P$ altogether. A screw along a direction that has both kinds of axis is therefore not polar.

The working rule is to collect the proper rotations of the crystal class that keep the line of $\mathbf q$. If they form a polar group (no rotation, or one axis), a screw may polarize along the directions they leave fixed. In a centrosymmetric crystal a twofold axis perpendicular to $\mathbf q$ always comes with a mirror containing $\mathbf q$, so checking for either is enough. Some results:

- 4/m, $\mathbf q\parallel z$: $\mathbf P\parallel z$ allowed. In 4/mmm it is forbidden by the perpendicular twofold axes.
- -3m, $\mathbf q$ along a twofold axis: $\mathbf P\parallel\mathbf q$ allowed.
- -3m, $\mathbf q$ in the basal plane and perpendicular to a twofold axis: $\mathbf P$ allowed along that axis, hence perpendicular to $\mathbf q$.
- -3m, $\mathbf q$ along the threefold axis: forbidden.

In tests on nine combinations of class and spiral, including these, the tensor $\Lambda$ and the symmetry of the state allowed the same directions.

This rule is weaker than the leading-order one. In m-3m a general $\mathbf q$ is kept by no rotation but the identity, so a screw may polarize through terms beyond the leading law. Some are of fourth order in the spins and still linear in $q$, for example $P_a\propto\epsilon_{abc}\,q_bC_c\langle S_c^2\rangle$, where the brackets are the mean over the spiral: the three means differ for a general $\mathbf q$, so the cross product no longer cancels. Others are bilinear in the spins but of higher order in $q$. The simple cubic lattice with the bilinear bond law shows this second kind. With unit spins and $\hat{\mathbf q}=\mathbf q/q$,

$$\mathbf P=b\sum_e\sin(qa\,\hat{\mathbf q}\cdot\mathbf e)\;\mathbf e\times\hat{\mathbf q}.$$

The linear term is proportional to $\hat{\mathbf q}\times\hat{\mathbf q}=0$. The cubic term is $-\tfrac{b(qa)^3}{6}(\hat q_x^3,\hat q_y^3,\hat q_z^3)\times\hat{\mathbf q}$. Even [120], which keeps a twofold axis along $z$, gives a finite result along that axis: the term contains $(1,8,0)\times(1,2,0)=(0,0,-6)$. The computed exponent is 3.00.

## Where the bond tensor comes from

Spin-orbit coupling is required. Without it, all spins may be turned by $\pi$ about $\mathbf u$ at no change in charge density. This reverses $\mathbf C$, so $\mathbf P(\mathbf C)=\mathbf P(-\mathbf C)$, whereas inversion gives $\mathbf P(-\mathbf C)=-\mathbf P(\mathbf C)$. Both hold only for $\mathbf P=0$.

A two-ion model makes the mechanism concrete. Each ion has s and p orbitals, an exchange field $-J\,\mathbf S\cdot\boldsymbol\sigma$ and a spin-orbit term $\tfrac{\zeta}{2}\mathbf L\cdot\boldsymbol\sigma$, with $J=0.2$ Ry, $\zeta=0.05$ Ry and $a=6$ bohr. Two electrons fill the lowest levels. In the $C_{2h}$ bond $p_y$ is lowest, $p_x$ lies $\Delta=0.2$ Ry above it, and a hopping $t'=0.04$ Ry connects $p_y$ on one ion with $p_x$ on the other. This $t'$ tilts the axes of the hopping away from those of the ions and so removes the mirrors that contain the bond.

Let the spins turn about the bond by an angle $\varphi$ from ion 1 to ion 2, with spinors $\chi_1,\chi_2$. An electron can pass from $p_y$ on ion 1 to $p_x$ on ion 2 directly through $t'$. It can also pass through the p–p hopping $t_\pi=-0.03$ Ry, if spin-orbit coupling mixes $p_x$ and $p_y$ in the initial or the final state. Since $\sigma_z$ flips an in-plane spin, the mixing denominators are $\Delta+2J$ and $\Delta-2J$. To first order in $\zeta$ the amplitude is

$$T_{1\to2}=t'\langle\chi_2|\chi_1\rangle+i\eta t_\pi\langle\chi_2|\sigma_z|\chi_1\rangle,$$

$$\eta=\frac{\zeta}{2}\left[\frac1{\Delta+2J}-\frac1{\Delta-2J}\right]=\frac{2\zeta J}{4J^2-\Delta^2}.$$

For in-plane spins the two overlaps are $e^{-i\varphi/2}\cos\frac\varphi2$ and $i\,e^{-i\varphi/2}\sin\frac\varphi2$. Hence

$$|T_{1\to2}|^2=\left(t'\cos\tfrac\varphi2-\eta t_\pi\sin\tfrac\varphi2\right)^2,$$

whose cross term is $-\eta t't_\pi\sin\varphi$. Transfer from 2 to 1 has $\varphi\to-\varphi$. The electron can also end in $p_y$ on ion 2 with reversed spin, at an energy $2J$ above its start. There $t'$ and $t_\pi$ exchange roles: the amplitude is $t_\pi\langle\chi_2|\sigma_z|\chi_1\rangle+i\eta t'\langle\chi_2|\chi_1\rangle$, and the cross term is $+\eta t't_\pi\sin\varphi$. The $p_x$ state of reversed spin has no cross term linear in $\zeta$. Dividing each term by its squared energy and subtracting the reverse transfer gives the net number of electrons moved to ion 2,

$$N=-2\eta t't_\pi\sin\varphi\left[\frac1{\Delta^2}-\frac1{4J^2}\right]=-\frac{\zeta\,t't_\pi}{J\Delta^2}\sin\varphi .$$

The pole of $\eta$ at $\Delta=2J$ cancels in the sum. With the numbers above, $N=0.0075\sin\varphi$. Each electron moves by $a$ and has negative charge, so the estimate is $P_z\simeq-0.045\sin\varphi$ e·bohr.

Diagonalization gives $K_{zz}=-0.038$ e·bohr, of the same sign and order. The estimate keeps only the lowest order in the hopping and in $\zeta$. Tests confirm that $K$ vanishes at $\zeta=0$, that $K_{zz}$ is linear in small $\zeta$, and that it changes sign with $t'$.

The $D_{\infty h}$ bond, with $p_z$ lowest, has $b=-0.0102$ e·bohr. Its dipole is transverse and comes from s–p mixing on each ion, since moving charge between the ions can give only a dipole along the bond.

## How large, and how good is the bilinear law?

$K$ was taken from right-angled spin pairs along the axes, averaged over the signs of the spins. This removes the single-ion terms of the isolated bond; the average over the phase of a spiral does the same. Spirals with a 30° turn per bond were then computed directly and averaged over their phase.

- $D_{\infty h}$ cycloid in the $zx$ plane: $P_x=0.0060$ e·bohr, against $K_{xy}\sin30^\circ=0.0102\times0.5=0.0051$. The direct value is 18% above the law.
- $D_{\infty h}$ screw: zero to numerical precision. A $D_{2h}$ bond also gives zero.
- $C_{2h}$ screw: $P_z=-0.0174$ e·bohr, against $-0.0384\times0.5=-0.0192$. The direct magnitude is 9% below the law.

The differences measure terms of higher order in the spins. They can be larger: for the $D_{2h}$ cycloid the direct value, 0.0011 e·bohr, exceeds the bilinear 0.0007 by about 60% of the latter. The zeros of the $D_{\infty h}$ and $D_{2h}$ screws are unaffected, because the symmetry of a circular spiral turning about such a bond forbids any mean dipole.

Now place the $C_{2h}$ tensor on a triangular layer of class -3m, with twofold axes along the bonds. Let $X$ be along a bond and $Z$ normal to the layer. The three bond directions are $\beta=0,120^\circ,240^\circ$. Write the in-plane part of $K$ as its mean plus a traceless part of size $k=(K_{XX}-K_{YY})/2$. For in-plane $\mathbf q$ at angle $\theta$ and unit $\mathbf C$ direction at angle $\psi$, the mean part drops out because $\sum_\beta\cos(\theta-\beta)=0$. The rest gives, for small $qa$,

$$P_X+iP_Y=qa\,k\sum_\beta\cos(\theta-\beta)\,e^{i(2\beta-\psi)}=\tfrac34\,qa\,(K_{XX}-K_{YY})\,e^{-i(\theta+\psi)} .$$

Here the cosine was split into exponentials: the terms with $e^{i\beta}$ cancel, and those with $e^{3i\beta}=1$ add up to $\tfrac32$. A screw has $\psi=\theta$, so $\mathbf P$ points along $-2\theta$, up to the sign of the prefactor.

With $K_{XX}-K_{YY}=-0.0411$ e·bohr and a twelve-site period, $qa=0.524$, the law predicts $0.75\times0.524\times(-0.0411)=-0.0162$ e·bohr per ion at $\theta=0$. Summing the bilinear bond law over explicit spins, without expanding in $qa$, gives $-0.0153$, along $\mathbf q$. At $\theta=90^\circ$ it gives $P_X=+0.0156$, perpendicular to $\mathbf q$. For a volume of 374 bohr³ per ion, the first value is $-4.1\times10^{-5}$ e/bohr², or about $-2300$ µC/m². This number only illustrates the law and is not a prediction for a material. It leaves out terms of higher order in the spins, electron correlation and lattice relaxation. The bond model also splits the two in-plane p levels, which a threefold site would keep degenerate, so what carries over to a real layer is the leading-order axis of $\mathbf P$, at the angle $-2\theta$, but not its sign or size.

The cycloid in the $ZX$ plane with $\mathbf q\parallel X$ is instructive. The familiar rule puts $\mathbf P$ along $\mathbf q\times\mathbf C\parallel Z$, where the model has 0.0017 e·bohr per ion. The larger component is $P_Y=0.0159$, along $\mathbf C$. It comes from the same low-symmetry term, with $\theta=0$ and $\psi=90^\circ$. In such a crystal the rule can miss the main part of a cycloid's polarization as well.

## What to do

1. Find the proper rotations that keep the line of $\mathbf q$. If they are not polar, a circular screw needs no polarization calculation.
2. If they are polar, include spin-orbit coupling. Without it, a circular spiral, or an elliptical one with its phase fixed as in the formula for $\mathbf S(\mathbf r)$ above (an axis of the ellipse reached on an ion), returns zero electronic polarization relative to the centrosymmetric reference, whatever the true value.
3. Compute both handednesses on the same branch of the polarization and take half the difference. Build the second state as the inversion image of the first. The two then have opposite $\mathbf P$, so a common offset cancels.
4. Fit all components of $K$ that the bond symmetry allows, not $b$ alone, and check the fit on a spiral of the actual turn angle.

The zeros can fail if the bonds lack inversion centres, as can happen with several magnetic sublattices. A term proportional to $\mathbf S_i\cdot\mathbf S_j$ may then give a dipole that needs no spin-orbit coupling and does not change with handedness. A commensurate spiral locked to the lattice, which is what a supercell contains, can also lose operations that need a phase shift, and its symmetry must be determined for the actual spin arrangement. An elliptical spiral of period four at a general phase is an example. With $x$ the phase at ion $n$, $|\mathbf S_n|^2$ contains $\tfrac12(m_1^2-m_2^2)\cos2x$ and $\mathbf S_n\cdot\mathbf S_{n+1}=-\tfrac12(m_1^2-m_2^2)\sin2x$. Both alternate along the chain, so no inversion centre remains and a dipole is allowed even without spin-orbit coupling.

## Values computed for the example and the checks

```
Allowed components of K (bond || z): Dinfh 1, D2h 2, Cinfh 3, C2h 5, Ci 9
Model: a = 6.0 bohr, exchange field J = 0.2 Ry, zeta = 0.05 Ry, s-p dipole 1.0 bohr
e_s = 0.5, sp-sigma = 0.1, pp-sigma = 0.08, pp-pi = -0.03, ss = -0.05, px-py hop (C2h) = 0.04 Ry
Dinfh: p levels (x,y,z) = (0.2, 0.2, 0.0) Ry
  K_xx,K_xy,K_yx,K_yy,K_zz = (0, 1.0220e-02, -1.0220e-02, 0, 0) e bohr
  cycloid in zx plane, 30 deg turn: P = (6.0487e-03, 0, 0) e bohr
  screw about z, 30 deg turn:       P = (0, 0, 0) e bohr
  bilinear law: cycloid P_x 5.1099e-03, screw P_z 0.0000e+00 e bohr
D2h: p levels (x,y,z) = (0.2, 0.0, 0.3) Ry
  K_xx,K_xy,K_yx,K_yy,K_zz = (0, 1.3792e-03, 2.1462e-03, 0, 0) e bohr
  cycloid in zx plane, 30 deg turn: P = (1.1106e-03, 0, 0) e bohr
  screw about z, 30 deg turn:       P = (0, 0, 0) e bohr
  bilinear law: cycloid P_x 6.8958e-04, screw P_z 0.0000e+00 e bohr
C2h: p levels (x,y,z) = (0.2, 0.0, 0.3) Ry
  K_xx,K_xy,K_yx,K_yy,K_zz = (2.6800e-03, 1.1818e-03, 2.2935e-03, 4.5371e-04, -3.8445e-02) e bohr
  cycloid in zx plane, 30 deg turn: P = (8.1274e-04, 4.9685e-04, 0) e bohr
  screw about z, 30 deg turn:       P = (0, 0, -1.7398e-02) e bohr
  bilinear law: cycloid P_x 5.9092e-04, screw P_z -1.9223e-02 e bohr
Dinfh: K_yx ratio on doubling a small zeta = 2.0003
C2h: K_zz ratio on doubling a small zeta = 1.9998
C2h: K_zz with px-py hopping reversed = 3.8445e-02 e bohr
Smallest gap above the two filled levels = 0.0892 Ry
Cubic lattice, screw along [120]: P grows as q^2.998
Laue class: invariants in Lambda / those acting in a screw
  -1 27/18, 2/m 13/8, mmm 6/3, 4/m 7/4, 4/mmm 3/1, -3 9/6
  -3m 4/2, 6/m 7/4, 6/mmm 3/1, m-3 2/1, m-3m 1/0
m-3m, cycloid q||x, C||y: 4 operations kept, P axis (0.000, 0.000, 1.000)
m-3m, screw q||[111]: 6 operations kept, P axis none
m-3, screw q||[111]: 3 operations kept, P axis (0.577, 0.577, 0.577)
m-3, screw q||x: 4 operations kept, P axis none
4/m, screw q||z: 4 operations kept, P axis (0.000, 0.000, 1.000)
4/mmm, screw q||z: 8 operations kept, P axis none
-3m, screw q||x (twofold axis): 2 operations kept, P axis (1.000, 0.000, 0.000)
-3m, screw q||y: 2 operations kept, P axis (1.000, 0.000, 0.000)
-3m, screw q||z: 6 operations kept, P axis none
Layer: K_XX - K_YY = -4.1125e-02 e bohr, qa = 0.5236 rad, spacing 12.0 bohr, volume per ion 374.12 bohr^3
  screw, q at 0 deg to a bond: P = (-1.5288e-02, 0, 0) e bohr per ion
  screw, q at 15 deg to a bond: P = (-1.3297e-02, 7.8585e-03, 6.9827e-08) e bohr per ion
  screw, q at 90 deg to a bond: P = (1.5602e-02, 0, 0) e bohr per ion
  small-q law at 0 deg: P_X = -1.6150e-02 e bohr per ion
  screw at 0 deg: P_X = -2337.98 microC/m^2
  cycloid in ZX plane, q at 0 deg: P = (0, 1.5919e-02, 1.7403e-03) e bohr per ion
```
